# Acoustic Deformation-Potential Mobility and the Constant Mean Free Path, part 2

An electron in an isotropic parabolic band, with wave vector \(\mathbf k\), energy \(E=k^2/2m\) and velocity \(v=k/m\), is scattered by longitudinal sound waves in a crystal at temperature \(T\). What mobility results? The algebra uses atomic units, \(\hbar=m_e=e=1\), where \(e\) is the positive elementary charge and \(m\) is the band mass in electron masses.

A displacement field \(\mathbf u\) acts through the deformation potential \(D\):

\[
H'=D\,\nabla\cdot\mathbf u(\mathbf r). \tag{1}
\]

Phonons of wave vector \(\mathbf q\) have frequency \(\omega=sq\), with sound speed \(s\), and thermal number \(N=1/(e^{\omega/k_BT}-1)\). The elastic constant is \(c_l=\rho s^2\), with mass density \(\rho\). In a volume \(V\) the squared matrix elements are

\[
|M|^2=\frac{D^2q^2}{2\rho V\omega}\times
\begin{cases}N & \text{absorption, }\mathbf k'=\mathbf k+\mathbf q,\\ N+1 & \text{emission, }\mathbf k'=\mathbf k-\mathbf q.\end{cases} \tag{5}
\]

With \(c\) the cosine of the angle between \(\mathbf k\) and \(\mathbf q\), energy conservation requires

\[
q=2(ms-kc)\ \text{(absorption)},\qquad q=2(kc-ms)\ \text{(emission)}. \tag{9}
\]

For negligible phonon energies, the momentum-relaxation rate \(1/\tau\) and mean free path \(l\) are, with \(\theta\) the angle between \(\mathbf k\) and \(\mathbf k'\),

\[
\frac1\tau=\sum_{\mathbf k'}2\pi\,\frac{D^2k_BT}{Vc_l}\,\delta(E'-E)(1-\cos\theta). \tag{11}
\]

\[
\frac1\tau=\frac{2\pi D^2k_BT}{c_l}\,\frac{4\pi mk}{8\pi^3}=\frac{D^2m\,k\,k_BT}{\pi c_l}. \tag{13}
\]

\[
l=v\tau=\frac km\,\frac{\pi c_l}{D^2m\,k\,k_BT}=\frac{\pi c_l}{m^2D^2k_BT}. \tag{14}
\]

An additional factor \(1/q^2\) in the squared coupling, as for unscreened piezoelectric scattering, would instead give

\[
\frac1\tau\propto k\int_{-1}^{1}d(\cos\theta)\,\frac{1-\cos\theta}{2k^2(1-\cos\theta)}=\frac1k,
\qquad l=v\tau\propto k^2\propto E. \tag{15}
\]

Below, \(f(\mathbf k)\) is the electron distribution and \(W(\mathbf k\to\mathbf k')\) the transition rate; sums over \(\mathbf k'\) run over states of one spin.

The model parameters are \(m=0.3\,m_e\), \(D=8\) eV, \(c_l=1\) eV/Å\(^3\), \(s=0.08\) Å/fs and \(T=300\) K, so \(k_BT=0.02585\) eV and \(l=1225\) Å. At \(E=0.01\) eV a backscattering phonon has 30 percent of the electron's energy.

**The Boltzmann equation.** A weak uniform field exerts a force \(\mathbf F\) on each electron. The electrons are taken to be nondegenerate, with a density far below \(2(mk_BT/2\pi)^{3/2}\), so that final states are empty and the equilibrium distribution is \(f_0\propto e^{-E/k_BT}\). In the steady state the force and the collisions balance:

\[
\mathbf F\cdot\nabla_{\mathbf k}f=\sum_{\mathbf k'}\left[W(\mathbf k'\to\mathbf k)f(\mathbf k')-W(\mathbf k\to\mathbf k')f(\mathbf k)\right]. \tag{16}
\]

To first order in the force, the isotropic system can respond only along \(\mathbf F\cdot\hat{\mathbf k}\), so write

\[
f=f_0\left[1+\frac{\mathbf F\cdot\hat{\mathbf k}}{k_BT}\,\varphi(k)\right] \tag{17}
\]

with an unknown length \(\varphi(k)\). On the left of (16), \(f_0\) suffices to first order, and \(\nabla_{\mathbf k}f_0=-(\mathbf v/k_BT)f_0\). On the right, phonons in equilibrium obey detailed balance, \(W(\mathbf k'\to\mathbf k)f_0(\mathbf k')=W(\mathbf k\to\mathbf k')f_0(\mathbf k)\). For absorption, for example, this is the identity \((N+1)e^{-\omega/k_BT}=N\). The equilibrium terms cancel, and after division by \(-f_0/k_BT\) there remains

\[
\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\left[\mathbf F\cdot\hat{\mathbf k}\,\varphi(k)-\mathbf F\cdot\hat{\mathbf k}'\,\varphi(k')\right]=\mathbf F\cdot\mathbf v.
\]

The rate \(W\) depends on direction through the angle \(\theta\) between \(\mathbf k\) and \(\mathbf k'\). Averaging over rotations of \(\mathbf k'\) about \(\mathbf k\) replaces \(\hat{\mathbf k}'\) by \(\hat{\mathbf k}\cos\theta\), and the common factor \(\mathbf F\cdot\hat{\mathbf k}\) drops out:

\[
\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\left[\varphi(k)-\cos\theta\,\varphi(k')\right]=v. \tag{18}
\]

This equation holds for inelastic scattering too. In the elastic limit \(k'=k\), the left side is \(\varphi(k)/\tau\) with the rate (11), and

\[
\varphi(k)=v\tau=l. \tag{19}
\]

The unknown length is the mean free path. By (17) the relative change of the distribution is \(\mathbf F\cdot\hat{\mathbf k}\,l/k_BT\), the work done by the force over one free path compared with the thermal energy. The distribution stays nearly isotropic when this ratio is small. Linear response asks for more, because the collisions must also carry away the energy supplied by the field. With a drift velocity of order \(vFl/k_BT\), found below, an electron gains an energy of order \((Fl)^2/k_BT\) in one collision time. Emission and absorption of phonons differ in rate by a relative amount of order \(\omega/k_BT\), so a collision can remove on average only about \(\omega^2/k_BT\), which for a thermal electron with \(\omega\) of order \(ks\) is of order \(ms^2\). The electrons therefore stay at the lattice temperature only if \((Fl)^2\ll ms^2k_BT\), which means a drift velocity well below the speed of sound. The field is assumed to be that weak. This is a severe restriction: for the model parameters, with the mobility of about 3100 cm\(^2\)/(V s) found below, the drift velocity reaches \(s=8\times10^5\) cm/s at about 260 V/cm, far below the fields in short devices. In stronger fields the electrons heat up and the low-field mobility no longer applies.

**Drift velocity.** The equilibrium part of (17) carries no current. With angle brackets for the average over \(f_0\), the mean velocity is

\[
\mathbf v_d=\frac{1}{k_BT}\left\langle v\,\hat{\mathbf k}\,(\mathbf F\cdot\hat{\mathbf k})\,\varphi\right\rangle=\frac{\langle v\varphi\rangle}{3k_BT}\,\mathbf F, \tag{20}
\]

because the angular average of \(\hat k_i\hat k_j\) is \(\delta_{ij}/3\). The electron has charge \(-e\), so the drift is opposite to the electric field. The mobility \(\mu\) is the ratio of the magnitudes of drift velocity and field, and since the force has magnitude \(e\) times the field, in atomic units

\[
\mu=\frac{\langle v\varphi\rangle}{3k_BT}=\frac{l\,\langle v\rangle}{3k_BT}. \tag{21}
\]

The second form uses (19): a constant length comes out of the average, and the mean thermal speed is all that remains to be found.

**Mean speed.** With \(\alpha=m/2k_BT\), the Maxwell distribution gives

\[
\langle v\rangle=\frac{\int_0^\infty v^3e^{-\alpha v^2}dv}{\int_0^\infty v^2e^{-\alpha v^2}dv}
=\frac{1/(2\alpha^2)}{\sqrt\pi/(4\alpha^{3/2})}=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8k_BT}{\pi m}}. \tag{22}
\]

**The mobility.** Insert (14) and (22) in (21):

\[
\mu=\frac{1}{3k_BT}\,\frac{\pi c_l}{m^2D^2k_BT}\,\frac{2\sqrt2\,(k_BT)^{1/2}}{\sqrt\pi\,m^{1/2}}
=\frac{2\sqrt{2\pi}\,c_l}{3\,m^{5/2}D^2(k_BT)^{3/2}}. \tag{23}
\]

The constants are restored by dimensions. Write a mass as energy × time² / length². Then \(c_l/(m^2D^2k_BT)\) has the dimension length/(energy × time)\(^4\), so the mean free path requires the factor \(\hbar^4\). Equation (21) becomes \(\mu=el\langle v\rangle/(3k_BT)\) and contains no further \(\hbar\). Hence

\[
l=\frac{\pi\hbar^4c_l}{m^2D^2k_BT},\qquad
\boxed{\;\mu=\frac{2\sqrt{2\pi}\,e\,\hbar^4c_l}{3\,m^{5/2}D^2(k_BT)^{3/2}}\;} \tag{24}
\]

where \(m\) is now the full band mass. This is the Bardeen–Shockley mobility.

The exponents can be traced. One power of \(1/T\) comes from \(l\), since the squared thermal strain grows as \(T\), and the factor \(\langle v\rangle/k_BT\) supplies \(T^{-1/2}\). Of the mass exponent, \(m^{-2}\) belongs to \(l\) and \(m^{-1/2}\) to the mean speed. The sign of \(D\) has no influence, because the rate contains \(D^2\).

The average in (21) is not the plain average of \(\tau\). The integrals of (22) with one power of \(v\) in the numerator give \(\langle1/v\rangle=(1/2\alpha)/(\sqrt\pi/4\alpha^{3/2})=\sqrt{2m/(\pi k_BT)}\), so

\[
\frac{\langle\tau\rangle}{m}=\frac lm\left\langle\frac1v\right\rangle=l\sqrt{\frac{2}{\pi mk_BT}}=\frac32\,\mu .
\]

The plain average gives too much weight to slow electrons, which have long collision times but carry little current.

**Numbers.** For the model parameters of the first half, \(l=1225\) Å and \(\langle v\rangle=1.9646\) Å/fs. Since an energy in eV divided by \(e\) is a voltage in V, (21) gives

\[
\mu=\frac{1225\times1.9646}{3\times0.02585}\ \frac{\text{Å}^2}{\text{V fs}}\approx3.10\times10^4\ \frac{\text{Å}^2}{\text{V fs}}.
\]

One Å\(^2\)/(V fs) is 0.1 cm\(^2\)/(V s), so the mobility is about 3100 cm\(^2\)/(V s). The mean free path is 122.5 nm.

**The effect of a finite sound speed.** Equation (24) is the leading term for small

\[
\varepsilon=\frac{ms^2}{k_BT},
\]

which is 0.00422 here. The first correction can be found from (18). Let \(\eta=+1\) denote absorption and \(\eta=-1\) emission, with occupation factors \(N_+=N\) and \(N_-=N+1\). By (5), the sum over final states for either process is

\[
\sum_{\mathbf k'}W\;\to\;\int\frac{d^3q}{(2\pi)^3}\,2\pi\,\frac{D^2q^2N_\eta}{2\rho sq}\;\delta\!\left(\frac{\eta kqc}{m}+\frac{q^2}{2m}-\eta sq\right).
\]

Integration over the cosine \(c\) gives \(m/(kq)\) within the limits set by (9). With \(d^3q\to2\pi q^2dq\,dc\) and \(\rho s=c_l/s\),

\[
\sum_{\mathbf k'}W\;\to\;\frac{D^2ms}{4\pi c_lk}\int_0^{2(k+\eta ms)}dq\,q^2N_\eta\qquad(k>ms). \tag{25}
\]

Now measure \(q\) in units of \(k\) and introduce two small ratios:

\[
u=\frac qk,\quad\delta=\frac{ms}{k},\quad b=\frac{sk}{k_BT};\qquad
\delta b=\varepsilon,\quad\delta^2=\frac{\varepsilon}{2x},\quad b^2=2\varepsilon x,\quad x=\frac{E}{k_BT}. \tag{26}
\]

Both \(\delta\) and \(b\) are of first order in \(s\), so terms up to second order are needed. The expansion of the Bose function gives

\[
N_\eta=\frac{1}{bu}\left(1-\frac{\eta bu}{2}+\frac{b^2u^2}{12}\right). \tag{27}
\]

The final wave number follows from \(k'^2=k^2+2\eta msq\), so that \(r=k'/k=\sqrt{1+2\eta\delta u}=1+\eta\delta u-\tfrac12\delta^2u^2\). From \(q^2=k^2+k'^2-2kk'\cos\theta\),

\[
1-\cos\theta=\frac{u^2-(r-1)^2}{2r}=\frac{u^2}{2}\left[1-\eta\delta u+\tfrac32\delta^2u^2-\delta^2\right], \tag{28}
\]

where \(1/r=1-\eta\delta u+\tfrac32\delta^2u^2\) was used. Multiply (25) by \(1-\cos\theta\) under the integral and sum over \(\eta\). The product of the brackets in (27) and (28) contains the cross term \(+\tfrac12\delta b\,u^2\), because \(\eta^2=1\). The integral to be averaged over \(\eta=\pm1\) is

\[
\int_0^{2(1+\eta\delta)}\!\!du\,u^3\left[1-\delta^2-\eta\left(\delta+\tfrac b2\right)u+\left(\tfrac32\delta^2+\tfrac12\delta b+\tfrac1{12}b^2\right)u^2\right]. \tag{29}
\]

Terms odd in \(\eta\) cancel in the average. To second order, the constant 1 gives \(4(1+6\delta^2)\), and the term \(-\delta^2\) gives \(-4\delta^2\). The term linear in \(u\) gives \(-\tfrac{32}5(\delta+\tfrac b2)\times5\delta=-32\delta^2-16\delta b\), and the quadratic term gives \(\tfrac{32}3\) times its coefficient, \(16\delta^2+\tfrac{16}3\delta b+\tfrac89b^2\). The sum is \(4+4\delta^2-\tfrac{32}3\delta b+\tfrac89b^2\). The leading 4 reproduces (13), and therefore, with (26),

\[
\sum_{\mathbf k'}W(1-\cos\theta)=\frac vl\,[1+C(x)],\qquad
C(x)=\varepsilon\left(\frac{1}{2x}-\frac83+\frac{4x}{9}\right). \tag{30}
\]

The exchanged energy is of first order in \(s\), but the rate changes only in second order, because the first-order changes for absorption and emission are opposite. This is why a phonon with 30 percent of the electron energy can leave the path nearly unchanged. The path \(v/\sum W(1-\cos\theta)\), computed with full inelastic kinematics and Bose occupations, compares with \(l[1-C(x)]\) as follows.

| \(E\) (eV) | computed path (Å) | \(l[1-C(x)]\) (Å) |
|---|---|---|
| 0.01 | 1231.2 | 1231 |
| 0.04 | 1233.6 | 1234 |
| 0.16 | 1224.2 | 1224 |

The path is constant within 1 percent over a sixteenfold range of energy, and (30) accounts for the small variation. With an additional \(1/q^2\) in the squared coupling, the same computation gives a path 3.97 times longer at 0.16 eV than at 0.04 eV, close to the factor 4 of (15).

**Correction to the mobility.** Insert \(\varphi=l+\varphi_1\) in (18). By (30) the constant \(l\) produces \(v(1+C)\) on the left. The small \(\varphi_1\) may be treated with elastic scattering, which gives \(v\varphi_1/l\). Hence \(\varphi_1=-l\,C(x)\), and by (21) the relative change of the mobility is \(-\langle vC\rangle/\langle v\rangle\). The weight \(v\,k^2f_0\,dk\) is proportional to \(x\,e^{-x}dx\), for which the mean of \(1/x\) is 1 and the mean of \(x\) is 2:

\[
\frac{\Delta\mu}{\mu}=-\varepsilon\left(\frac12-\frac83+\frac89\right)=\frac{23}{18}\,\varepsilon. \tag{31}
\]

The expansion breaks down for \(x\lesssim\varepsilon\), where the speed of an electron is comparable to that of sound or smaller, but the weight of these electrons is too small to affect the first order.

For \(\varepsilon=0.00422\) the predicted increase is 0.54 percent. A numerical solution of (18) that makes no elastic or equipartition approximation also gives 0.54 percent, relative to (24). Halving \(s\) at fixed \(c_l\) divides \(\varepsilon\) by four and reduces the difference to 0.135 percent. Since \(\varepsilon\) is proportional to \(m/T\), the correction also shifts the apparent exponents slightly: the numerical mobility varies as \(T^{-1.508}\) between 150 and 300 K, and as \(m^{-2.492}\) between 0.3 and 0.6 \(m_e\).

**Where the result fails.** At 30 K the parameter \(\varepsilon\) is ten times larger. The numerical mobility then exceeds (24) by 5.7 percent, and (31) predicts 5.4 percent. At still lower temperatures, when \(k_BT\) approaches \(ms^2\), the speed of typical electrons becomes comparable to that of sound, and neither equipartition nor quasi-elasticity holds. For the present parameters \(k_BT=ms^2\) at 1.3 K, but (24) degrades well above that temperature. For an electron with \(E=\tfrac32k_BT\) the ratio \(2ks/k_BT=2\sqrt{3\varepsilon}\) reaches 1 at \(\varepsilon=1/12\), about 15 K, where the first-order correction (31) alone is already 11 percent.

Other limits do not depend on \(\varepsilon\). The coupling (1) and the single mass describe an isotropic, nondegenerate band edge such as a minimum at the zone centre of a cubic crystal. In the off-centre valleys of silicon or germanium, and in degenerate valence bands, shear also shifts the band edge, transverse phonons scatter with comparable strength, and the mass depends on direction, so (24) does not apply with one \(D\) and one \(m\). In a degenerate electron gas the Maxwell average (22) is invalid. In a nonparabolic band the density of final states is no longer proportional to the speed with a fixed mass. Screening by a dense carrier gas weakens the coupling at small \(q\), so that the squared matrix element is no longer independent of \(q\). Where impurities, optical phonons or transitions between valleys contribute, their transition rates add to \(W\) in (18). For elastic or isotropic processes this amounts to adding their momentum-relaxation rates to (13) at each energy; for a process that is both inelastic and anisotropic, such as polar optical scattering, (18) must be solved. In either case (24) is the mobility that deformation-potential scattering by acoustic phonons alone would allow.

## Numbers as computed

```
band mass: 0.3 m_e
deformation potential D: 8.0 eV
elastic constant c_l: 1.0 eV/angstrom^3
sound speed s: 0.08 angstrom/fs
temperature: 300 K
thermal energy kT: 0.02585 eV
m s^2/kT: 0.00422 (dimensionless)
matrix element squared, numeric/formula: 1.00000000
chain strain, quantum/equipartition: 1.00483
chain phonon energy/kT: 0.2418
box-sum rate/elastic formula at 0.04 eV: 0.99874
E = 0.01 eV: wave number 0.02806 1/angstrom
  speed 1.083 angstrom/fs
  phonon energy at q=2k 0.00296 eV
  hbar/tau, elastic 0.000582 eV
  v tau, elastic 1225.0 angstrom
  path, inelastic 1231.2 angstrom
  k l 34.4 (dimensionless)
E = 0.04 eV: wave number 0.05612 1/angstrom
  speed 2.166 angstrom/fs
  phonon energy at q=2k 0.00591 eV
  hbar/tau, elastic 0.001164 eV
  v tau, elastic 1225.0 angstrom
  path, inelastic 1233.6 angstrom
  k l 68.7 (dimensionless)
E = 0.16 eV: wave number 0.11224 1/angstrom
  speed 4.331 angstrom/fs
  phonon energy at q=2k 0.01182 eV
  hbar/tau, elastic 0.002327 eV
  v tau, elastic 1225.0 angstrom
  path, inelastic 1224.2 angstrom
  k l 137.5 (dimensionless)
mean free path, formula: 1225.0 angstrom
mean free path, converted: 122.50 nm
path ratio 0.16/0.04 eV with extra 1/q^2: 3.970
mean thermal speed: 1.9646 angstrom/fs
mobility, formula: 31031 angstrom^2/(V fs)
mobility, converted: 3103.1 cm^2/(V s)
mobility, inelastic: 31199 angstrom^2/(V fs)
inelastic/formula - 1 at 300 K: 0.542 percent
same with s halved: 0.135 percent
inelastic/formula - 1 at 30 K: 5.66 percent
temperature exponent, inelastic 150-300 K: -1.5078
mass exponent, inelastic 0.3-0.6 m_e: -2.4922
```
